\section*{Damped self-consistency for a two-site metal-semiconductor bond with dipole feedback}

\section{The result}

A metal orbital $M$ and a semiconductor orbital $S$ share two electrons through a hopping energy $t>0$. Moving charge from $M$ to $S$ builds a dipole, and the dipole opposes further transfer. Let $p$ be the number of electrons moved, and let $U$ be the change of the level difference per unit $p$. The obvious iteration computes $p$ from the levels, then the levels from $p$, and repeats. Near $p=0$ it multiplies a small error by $-U/2t$, so it is unstable when
\begin{equation}
U>2t .
\end{equation}
If a fraction $a$ of the new polarity is mixed with $1-a$ of the old one, the iteration converges from every start, provided that
\begin{equation}
0<a\le 1,\qquad a<\frac{2}{1+U/2t}.
\label{limit}
\end{equation}
The solution itself is unique and stable at any $U\geq0$. What fails is the undamped algorithm.

\section{One bond, solved by hand}

Take $t=1.5$ eV and a bare level difference $D_0=E_M-E_S=0.5$ eV. The orbitals are orthogonal, and both electrons, with opposite spins, occupy the lower bond state. With energies measured from the mean of the two levels, the Hamiltonian in the order $(M,S)$ is
\begin{equation}
H=\begin{pmatrix} D/2&-t\\-t&-D/2\end{pmatrix},
\end{equation}
where $D$ is the actual level difference, feedback included. Write the normalized state as $c_M=\sin(\theta/2)$, $c_S=\cos(\theta/2)$ with $0\le\theta\le\pi$. The amplitudes have equal signs because this makes the hopping energy negative. The polarity is half the difference of the occupations:
\begin{equation}
p=\frac{n_S-n_M}{2}=c_S^2-c_M^2=\cos\theta .
\end{equation}
Since $n_S=1+p$ and $n_M=1-p$, $p$ electrons have moved from $M$ to $S$. The energy of one electron is
\begin{align}
\epsilon(\theta)&=\tfrac D2(c_M^2-c_S^2)-2t\,c_Mc_S\nonumber\\
&=-\tfrac D2\cos\theta-t\sin\theta .
\end{align}
Setting the derivative to zero gives $\tfrac D2\sin\theta=t\cos\theta$. With $\sin\theta\ge0$, the minimum has $\cos\theta=D/R$ and $\sin\theta=2t/R$, where $R=\sqrt{D^2+4t^2}$. Therefore
\begin{equation}
p=\frac{D}{\sqrt{D^2+4t^2}} .
\label{pol}
\end{equation}
Without feedback, $D=D_0$ and $p=0.5/\sqrt{0.25+9}=0.1644$.

\subsection{The feedback energy}

Many identical bonds form an interface. Let their density be $N$, their dipole length $d$, and the relative permittivity of the bond region $\varepsilon_r$. The state $p=0$ is taken as neutral on each site. Transfer then leaves a charge $-eNp$ per area on the $S$ plane and $+eNp$ on the $M$ plane. The field between two such uniform sheets has magnitude $eNp/\varepsilon_0\varepsilon_r$, so the potential on $M$ exceeds that on $S$ by $eNpd/\varepsilon_0\varepsilon_r$. An electron has charge $-e$, so its energy on $S$ rises relative to $M$:
\begin{equation}
D=D_0-Up,\qquad U=\frac{e^2Nd}{\varepsilon_0\varepsilon_r}.
\label{feed}
\end{equation}
For $N=7\times10^{14}$ cm$^{-2}=7$ nm$^{-2}$, $d=0.25$ nm and $\varepsilon_r=4$,
\begin{equation}
U=\frac{18.095\times7\times0.25}{4}\ \text{eV}=7.917\ \text{eV},
\end{equation}
where $e/\varepsilon_0=18.095$ V nm. This is well above $2t=3$ eV. The ratio that governs the iteration is $g=U/2t=2.639$.

The factor two in the threshold belongs to this definition of $U$. If the polarity were defined as $n_S-n_M=2p$, the feedback per unit polarity would be $U/2$, and the threshold would read $t$.

\subsection{Undamped steps}

Equations \eqref{pol} and \eqref{feed} together define the map from an input polarity to an output polarity,
\begin{equation}
F(p)=\frac{D_0-Up}{\sqrt{(D_0-Up)^2+4t^2}} .
\label{map}
\end{equation}
Start at $p_0=0$. The first output is $p_1=0.1644$. The next level difference is
\begin{equation}
D=0.5-7.917\times0.1644=-0.80\ \text{eV},
\end{equation}
which gives $p_2=-0.80/\sqrt{0.64+9}=-0.258$. The feedback has reversed the levels. The following step has $D=0.5+2.04=2.54$ eV and $p_3=0.647$. Further steps give $-0.839$, $0.922$, $-0.915$, and the run ends by alternating between $-0.917$ and $0.933$. Neither value is a solution, since each reproduces the other and not itself.

\subsection{Damped steps}

Now keep 80\% of the old polarity and add 20\% of the output. The first update is $0.2\times0.1644=0.03288$. There $D=0.5-0.2603=0.2397$ eV and the output is $0.0796$, so the second update is
\begin{equation}
0.8\times0.0329+0.2\times0.0796=0.0422 .
\end{equation}
The next values are $0.0448$, $0.0455$ and $0.0457$, approaching $p^*=0.04579$.

At this solution the dipole step is $Up^*=0.3625$ eV and the remaining level difference is $0.1375$ eV. For small $p$, Eq. \eqref{pol} becomes $p\simeq D/2t$, so $2tp\simeq D_0-Up$ and
\begin{equation}
p^*\simeq\frac{D_0}{2t+U}=\frac{0.5}{10.917}=0.0458 .
\end{equation}
Feedback thus reduces the linear response by the factor $1+g=3.64$. The same strong screening that makes the true polarity small makes the undamped iteration overshoot.

\section{The solution is a unique minimum}

The oscillation might suggest two competing charge states. The energy shows that there are none in this model. The two electrons contribute $2\epsilon(\theta)$ at the bare level difference. Building the dipole costs $\int_0^pUp'\,dp'=Up^2/2$; using $Up^2$ would count each interaction twice. With $\sin\theta=\sqrt{1-p^2}$,
\begin{equation}
E(p)=-2t\sqrt{1-p^2}-D_0p+\tfrac12Up^2 .
\label{energy}
\end{equation}
Its derivatives are
\begin{align}
E'(p)&=\frac{2tp}{\sqrt{1-p^2}}-D_0+Up,\\
E''(p)&=\frac{2t}{(1-p^2)^{3/2}}+U>0 .
\end{align}
To see that $E'=0$ is the self-consistency condition, square Eq. \eqref{pol} to get $p^2(D^2+4t^2)=D^2$, and solve for $D$. Since $p$ and $D$ have the same sign,
\begin{equation}
D=\frac{2tp}{\sqrt{1-p^2}} .
\label{inverse}
\end{equation}
Inserting $D=D_0-Up$ gives $E'=0$. Because $E'$ rises steadily from $-\infty$ at $p=-1$ to $+\infty$ at $p=1$, it vanishes once, at a minimum. In the example $E(p^*)=-3.0114$ eV, below $E(0)=-2t=-3$ eV. The alternation is therefore no sign of bistability.

\section{Why undamped iteration fails}

\subsection{Small errors}

Differentiate Eq. \eqref{pol} with respect to $D$:
\begin{equation}
\frac{dp}{dD}=\frac1R-\frac{D^2}{R^3}=\frac{4t^2}{R^3}=\frac{(1-p^2)^{3/2}}{2t}.
\end{equation}
The last form uses $1-p^2=4t^2/R^2$, hence $R=2t/\sqrt{1-p^2}$. In the map, $dD/dp=-U$ and the polarity on the right is the output $F(p)$. The chain rule gives
\begin{equation}
F'(p)=-g\,[1-F(p)^2]^{3/2}.
\label{slope}
\end{equation}
At the solution $F(p^*)=p^*$, so a small error $\delta_n=p_n-p^*$ obeys
\begin{equation}
\delta_{n+1}\simeq-s\,\delta_n,\qquad s=g(1-p^{*2})^{3/2}.
\label{s}
\end{equation}
The minus sign makes errors alternate, and they grow if $s>1$. In that case a run can reach $p^*$ only by starting there: $F$ is strictly decreasing, so no other input has $p^*$ as output, and a nearby error is pushed away.

At $p^*=0$ the condition $s>1$ is $U>2t$. At a given nonzero $p^*$ the threshold is $U=2t(1-p^{*2})^{-3/2}\simeq2t(1+\tfrac32p^{*2})$. For $p^*=0.0458$ it lies 0.3\% above $2t$, so the example is close to zero polarity in the sense that matters. Its slope is $s=2.631$.

\subsection{Every iterate for equal levels}

For $D_0=0$ the solution is $p^*=0$, and the whole nonlinear run can be found. Square Eq. \eqref{map} and invert it:
\begin{equation}
\frac1{p_{n+1}^2}=\frac{U^2p_n^2+4t^2}{U^2p_n^2}=1+\frac1{g^2p_n^2}.
\end{equation}
With $y_n=1/p_n^2$ this is the linear recurrence $y_{n+1}=1+y_n/g^2$. For $g\ne1$ its fixed value $y_f$ satisfies $y_f=1+y_f/g^2$, so $y_f=1/(1-g^{-2})$. Subtracting the two relations gives $y_{n+1}-y_f=(y_n-y_f)/g^2$, and hence
\begin{equation}
y_n=y_f+(y_0-y_f)\,g^{-2n}.
\end{equation}
The sign of $p_n$ alternates. There are three cases for $p_0\ne0$.
\begin{itemize}
\item For $g<1$, $y_f$ is negative and $y_n$ grows as $g^{-2n}$. The polarity decays as $g^n$.
\item For $g=1$, $y_n=y_0+n$, so $|p_n|=|p_0|/\sqrt{1+np_0^2}$. The run converges, but only as $n^{-1/2}$.
\item For $g>1$, $y_n\to y_f$, and the run tends to a cycle between $\pm\sqrt{1-1/g^2}$.
\end{itemize}
For $g=2.639$ the cycle amplitude is $0.925$. The cycle found above for $D_0=0.5$ eV is this one, slightly shifted. A run started at exactly $p_0=0$ with $D_0=0$ stays there, so such a start says nothing about stability.

\subsection{Strongly polar bonds}

A saturated bond responds weakly to its level difference, and this can restore stability even when $U>2t$. Setting $s=1$ in Eq. \eqref{s} gives $1-p^{*2}=g^{-2/3}$, or
\begin{equation}
|p^*|=\sqrt{1-g^{-2/3}}=0.690 .
\end{equation}
Equation \eqref{inverse} and $D_0=D+Up^*$ then give the bare difference at fixed $t$ and $U$:
\begin{equation}
D_0=\frac{3\times0.690}{0.724}+7.917\times0.690=8.3\ \text{eV}.
\end{equation}
Undamped runs started from $p=0$ failed to settle for $D_0$ 5\% below this value and settled for $D_0$ 5\% above it. The criterion $U>2t$ therefore belongs to bonds of small polarity.

\section{Linear mixing}

The mixed update is
\begin{equation}
p_{n+1}=G(p_n),\qquad G(p)=(1-a)p+aF(p).
\label{mix}
\end{equation}
Its fixed point is that of $F$, because $G(p)-p=a[F(p)-p]$. Near the solution an error is multiplied by
\begin{equation}
\lambda=G'(p^*)=1-a(1+s).
\label{lambda}
\end{equation}
The condition $|\lambda|<1$ means $0<a<2/(1+s)$.

\subsection{Convergence from every start}

For $0<a\le1$, $G(p)$ is a weighted average of two numbers in $[-1,1]$, so the run stays in that interval. There $|F|<1$ because $t>0$, and Eq. \eqref{slope} gives $0<m\le-F'(p)\le g$, where $m$ is the smallest slope magnitude on the interval. Hence
\begin{equation}
1-a(1+g)\le G'(p)\le1-a(1+m)<1 .
\end{equation}
If $a<2/(1+g)$, the left side exceeds $-1$. Then $|G'|\le q$ with some $q<1$ on the whole interval, and the mean value theorem gives
\begin{equation}
|p_{n+1}-p^*|=|G(p_n)-G(p^*)|\le q\,|p_n-p^*| .
\end{equation}
The error is at most $q^n$ times its initial value, which proves the condition \eqref{limit} for any $D_0$. For $U<2t$ the choice $a=1$ is allowed, so undamped iteration then converges for any $D_0$ as well.

In the example the limit for all starts is $2/3.639=0.550$, and the local limit $2/(1+s)$ is $0.551$.

\subsection{Speed}

The factor \eqref{lambda} vanishes at $a=1/(1+s)=0.275$. A smaller $a$ approaches from one side, while a larger one alternates about the solution. To reduce an initial residual $r_0$ to $r$ takes roughly
\begin{equation}
n\simeq\frac{\ln(r/r_0)}{\ln|\lambda|}
\end{equation}
updates. From $p_0=0$, $r_0=0.164$. For $r=10^{-8}$ the numerator is $-16.6$. With $a=0.5$, $\lambda=1-0.5\times3.631=-0.815$ and $n\simeq81$; the run took 82. The full set of converged runs was:
\begin{center}
\begin{tabular}{lrrrrrr}
$a$ & 0.05 & 0.1 & 0.2 & 0.275 & 0.4 & 0.5\\
updates & 84 & 37 & 13 & 3 & 21 & 82
\end{tabular}
\end{center}
At $a=0.6$, $\lambda=-1.18$, and the run had not converged after 500 updates. At the best $a$ the linear error term is absent and the next error is of second order in the present one, which is why three updates suffice.

The slope need not be known in advance. Two outputs give an estimate. From $F(0)=0.1644$ and $F(0.1644)=-0.2581$,
\begin{equation}
s\approx\frac{0.1644+0.2581}{0.1644}=2.57,
\end{equation}
which suggests $a\approx1/3.57=0.28$.

\section{The algorithm in general}

Given $D_0$, $t$, $U$ and a starting $p$ in $[-1,1]$:
\begin{enumerate}
\item Choose $a\le1$ below $2/(1+U/2t)$. The value $1/(1+U/2t)$ is safe, and near zero polarity it is almost the fastest.
\item Set $D=D_0-Up$, diagonalize $H$, fill the lower state twice, and obtain $F(p)$.
\item Form the residual $r=F(p)-p$. Stop if $|r|$ is below the required accuracy.
\item Replace $p$ by $p+ar$ and return to step 2.
\end{enumerate}
The residual is a safe measure of the error. The function $p-F(p)$ has slope $1-F'(p)\ge1$ and vanishes at $p^*$, so $|p-p^*|\le|r|$. The step $ar$ has no such property: it can be made small by a small $a$, however far the solution is.

With several unequal bonds, $p$ becomes a vector and $F'$ a matrix $J$. A small error vector is multiplied by $(1-a)I+aJ$. If $J$ can be diagonalized with real eigenvalues $-s_i$, all with $s_i>-1$, each error pattern has its own factor $1-a(1+s_i)$. Local convergence requires $a<2/(1+s_{\max})$. The pattern with the strongest feedback limits $a$. If $s_{\max}$ is large, $a$ must be small, and patterns with weak feedback then converge slowly. This is the case where a single mixing fraction becomes inefficient.

\section{The numbers beside a real contact}

The parameters are rough values for a metal contact on a covalent semiconductor. The bond density is that of a surface with one bond per surface atom, and $d$ is about a bond length. The permittivity of a region one bond thick is the least certain input. One assumption that real contacts break strongly is that of thin charge sheets. Give each site a Gaussian charge cloud of standard deviation $\sigma=0.10$ nm along each axis. Two clouds at distance $r$ interact with energy
\begin{equation}
v(r)=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r}\,\frac{\operatorname{erf}(r/2\sigma)}{r}.
\end{equation}
Charge on $S$ sites raises an $S$ level and charge on $M$ sites lowers it; for an $M$ level the signs are reversed. Summing over the lateral separations $\mathbf R$ of a square lattice gives
\begin{equation}
U=2\sum_{\mathbf R}\left[v(R)-v\!\left(\sqrt{R^2+d^2}\right)\right]=4.59\ \text{eV}.
\end{equation}
Replacing the sum by an integral at the same density keeps the cloud thickness but removes the discreteness, and gives 4.48 eV. Thickness thus causes the whole drop from 7.92 eV, and discreteness raises $U$ again by 0.10 eV. The ratio $g$ falls from 2.64 to 1.53, and $p^*$ rises to 0.066.

The sum also lets each electron repel itself. For one bond, with $W=v(0)-v(d)=0.70$ eV, the mean field of both electrons shifts $D$ by $2Wp$, whereas the other electron alone shifts it by $Wp$. Removing the excess leaves $g=(4.586-0.702)/3=1.29$. Two further effects can be sized:
\begin{itemize}
\item A metal level 1 eV wide, centred on the Fermi level at $D=0$, lowers the slope from 2.64 to 2.45, or by 7\%. A much wider level raises it instead, to 2.80 at 6 eV and 3.60 at 10 eV. These values assume a Lorentzian level, with $D$ split as $\pm D/2$ about a fixed Fermi level. The two sites then no longer hold a fixed charge: at 10 eV, $S$ gains 0.81 electron per eV of $D$ while the $M$ orbital loses only 0.10. If instead a half-filled semi-elliptic metal band stays at the Fermi level and the charge on $S$ sets the feedback, the slope is 2.73, 4.48 and 6.40 for full widths of 1, 6 and 10 eV. Real metal bands are several eV wide, so this effect can be as large as that of the cloud thickness, with the opposite sign.
\item Solving the two-electron problem of one bond with repulsion $W$ exactly, instead of in mean field, lowers its linear response from 0.270 to 0.262 per eV, or by 3\%.
\end{itemize}
The last change is one of response, and its effect on the iteration depends on what each step solves. If each step treats the electrons as independent, the exact response requires a feedback within the bond of $1/0.2621-3=0.815$ eV instead of 0.702 eV, and $g$ rises from 1.29 to 1.33. The undamped iteration is then unstable. If each step solves the two-electron bond exactly, only the feedback from the other bonds, $U-2W=3.18$ eV, enters the loop. The slope is then $3.18\times0.262=0.83$, and the undamped iteration converges. The threshold thus belongs to the algorithm as well as to the contact.

For independent electrons and sharp levels the margin is narrow. Since $U$ and $W$ both scale as $1/\varepsilon_r$, the value $g=1.29$ would reach 1 at $\varepsilon_r=4\times1.29\approx5.2$. Whether a particular contact lies above the threshold thus depends on a poorly known permittivity. It also depends on the assumed cloud size: $\sigma=0.16$ nm instead of 0.10 nm lowers $g$ from 1.29 to 0.99. The choice $a=0.2$ is less sensitive: within this model it converges for every $g<2/0.2-1=9$.

Temperature and depletion matter little here. For an isolated bond with the Fermi level midway between its levels, which are 3.0 eV apart, thermal occupation at 300 K reduces the polarity by a fraction of about $10^{-25}$. If the metal level is 1 eV wide, the fraction is about $10^{-4}$, which is still negligible. A semiconductor with doping $10^{17}$ cm$^{-3}$, band bending 0.5 eV and permittivity 12 has a depletion charge of $8\times10^{11}$ cm$^{-2}$, against $3.2\times10^{13}$ cm$^{-2}$ in the bond dipoles. It shifts the levels across the bond by 0.009 eV, compared with the dipole step of 0.36 eV. The field of that step, 14.5 MV/cm, is large, but it extends over only 0.25 nm. An electron crossing it gains less than a band gap of roughly 1 eV, so avalanche breakdown within the bond is not expected.

Orbital overlap and changes of bond length with charge are left out and not sized. The dipole step is also only one contribution to a Schottky barrier, so 0.36 eV is not a predicted barrier height. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Bond density: 7.00e+14 cm^-2
Dipole length: 0.25 nm
Bond-region relative permittivity: 4.0
Hopping t: 1.50 eV; threshold 2t: 3.00 eV
Bare level difference D0: 0.50 eV
e/eps0: 18.0951 V nm
Feedback energy U: 7.9166 eV
Ratio g = U/(2t): 2.6389
Polarity without feedback: 0.164399
Self-consistent polarity p*: 0.045789
Linear estimate D0/(2t+U): 0.045802
Self-consistent level difference: 0.1375 eV
Dipole step U p*: 0.3625 eV
Field across bond: 14.50 MV/cm
Minimum energy E(p*): -3.011449 eV
Local slope magnitude s: 2.6306
Undamped p, n=0..8: 0.0000 0.1644 -0.2581 0.6467 -0.8387 0.9219 -0.9149 0.9325 -0.9167
Undamped cycle: -0.916725 and 0.932683
Cycle amplitude at D0=0: 0.925417
Mixed p, a=0.2, n=0..8: 0.000000 0.032880 0.042233 0.044814 0.045521 0.045715 0.045768 0.045783 0.045787
Mixing limit 2/(1+g), all starts: 0.5496
Local mixing limit 2/(1+s): 0.5509
Best local mixing 1/(1+s): 0.2754
Error factor at a=0.1, measured: 0.63694
Error factor at a=0.1, formula: 0.63694
Updates to residual 1e-8, a=0.0500: 84
Updates to residual 1e-8, a=0.1000: 37
Updates to residual 1e-8, a=0.2000: 13
Updates to residual 1e-8, a=0.2754: 3
Updates to residual 1e-8, a=0.4000: 21
Updates to residual 1e-8, a=0.5000: 82
a=0.6 and a=1.0: no convergence in 500 updates
Polarity where undamped run turns stable: 0.6902
Bare difference for that polarity: 8.3250 eV
Charge-cloud radius sigma: 0.10 nm
U with cloud thickness only: 4.4820 eV
U with clouds and discrete lattice: 4.5855 eV
g with clouds and lattice: 1.5285
p* with clouds and lattice: 0.065858
Self-interaction part of feedback W: 0.7021 eV
g, clouds and lattice, less W: 1.2945
One-bond response, mean field: 0.27012 1/eV
One-bond response, exact: 0.26213 1/eV
Metal level full width: 1.00 eV
Slope magnitude at p=0 with width: 2.4513
Bonding-antibonding gap: 3.0031 eV
Thermal loss of polarity at 300 K, fraction: 1.19e-25
Doping: 1.0e+17 cm^-3; band bending: 0.50 eV
Semiconductor relative permittivity: 12.0
Depletion charge: 8.143e+11 cm^-2
Bond dipole charge: 3.205e+13 cm^-2
Depletion shift across bond: 0.00921 eV
\end{verbatim}
